# Why a titanium-like fine-structure line changes little from xenon to bismuth: a program that tests the result

```python
# Result under test: in 3d^4 ions the gap Delta = E(J=3) - E(J=2) obeys
#   Delta = F2*g(x), x = zeta/F2, for common 3d radial functions;
#   g -> 3x/4 in LS coupling and g -> 6/175 in jj coupling.
# With distinct 3d3/2 and 3d5/2 functions the jj gap is (18*F2-12*G2)/175.
# zeta: spin-orbit constant; F2, F4: direct Slater integrals; G2: exchange.
# The growth of F2 and the fall of g make the gap nearly flat from Xe to Bi.
# Radial work uses length 1/Z bohr and energy Z^2 hartree, so that the
# nuclear potential is -1/x, light speed is c/Z and repulsion carries 1/Z.
# Omitted: Breit interaction, QED, and mixing with other configurations.
from functools import lru_cache
from itertools import combinations
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh, null_space
from scipy.special import gamma, gammainc
from sympy import Rational
from sympy.physics.wigner import wigner_3j

ALPHA = constants.fine_structure
HARTREE_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100


@lru_cache(maxsize=None)
def three_j(a, b, c, d, e, f):
    """3j symbol; all six arguments are doubled integers."""
    return float(wigner_3j(*[Rational(v, 2) for v in (a, b, c, d, e, f)]))


# ---------- angular algebra and four-electron determinants ----------
spinors = [(3, m) for m in range(-3, 4, 2)]
spinors += [(5, m) for m in range(-5, 6, 2)]
jtype = np.array([0 if j == 3 else 1 for j, m in spinors])
twom = np.array([m for j, m in spinors])

coupling = np.zeros((10, 10))      # rows (ml, spin), columns (j, m)
for col, (tj, tm) in enumerate(spinors):
    m = tm / 2
    plus, minus = np.sqrt((2.5 + m) / 5), np.sqrt((2.5 - m) / 5)
    up, down = (plus, minus) if tj == 5 else (-minus, plus)
    ml_up, ml_down = (tm - 1) // 2, (tm + 1) // 2
    if abs(ml_up) <= 2:
        coupling[2 * (ml_up + 2), col] = up
    if abs(ml_down) <= 2:
        coupling[2 * (ml_down + 2) + 1, col] = down
assert np.allclose(coupling.T @ coupling, np.eye(10))

angular = {}
for k in (0, 2, 4):
    orbital = np.zeros((5, 5))
    for a in range(-2, 3):
        for b in range(-2, 3):
            orbital[a + 2, b + 2] = ((-1) ** abs(a) * 5
                * three_j(4, 2 * k, 4, 0, 0, 0)
                * three_j(4, 2 * k, 4, -2 * a, 2 * (a - b), 2 * b))
    angular[k] = coupling.T @ np.kron(orbital, np.eye(2)) @ coupling
phase = (-1.0) ** (np.abs(twom[:, None] - twom[None, :]) // 2)


def determinants(M):
    return [d for d in combinations(range(10), 4)
            if sum(twom[p] for p in d) == 2 * M]


sectors = {M: determinants(M) for M in (2, 3, 4)}
jbasis = {}
for J in (2, 3):
    target = {d: i for i, d in enumerate(sectors[J + 1])}
    raising = np.zeros((len(target), len(sectors[J])))
    for col, det in enumerate(sectors[J]):
        for pos, p in enumerate(det):
            tj, tm = spinors[p]
            if tm < tj and p + 1 not in det:
                new = det[:pos] + (p + 1,) + det[pos + 1:]
                raising[target[new], col] += np.sqrt(
                    tj / 2 * (tj / 2 + 1) - tm / 2 * (tm / 2 + 1))
    jbasis[J] = null_space(raising)     # states with total J exactly
assert jbasis[2].shape[1] == 8 and jbasis[3].shape[1] == 6


def coulomb_matrix(J, radial):
    """radial[k][a,c,b,d]: integral of densities ac and bd."""
    g = np.zeros((10, 10, 10, 10))
    for k in (0, 2, 4):
        full = radial[k][np.ix_(jtype, jtype, jtype, jtype)]
        g += np.einsum("ac,bd,acbd->abcd", phase * angular[k],
                       angular[k], full)
    dets = sectors[J]
    index = {d: i for i, d in enumerate(dets)}
    H = np.zeros((len(dets), len(dets)))
    for col, det in enumerate(dets):
        for i, k in combinations(range(4), 2):
            r, s = det[i], det[k]
            rest = [p for p in det if p != r and p != s]
            free = [p for p in range(10) if p not in rest]
            for p, q in combinations(free, 2):
                row = index.get(tuple(sorted(rest + [p, q])))
                if row is None:
                    continue
                swaps = i + k - 1 + sum(t < p for t in rest)
                swaps += sum(t < q for t in rest)
                H[row, col] += (-1) ** swaps * (g[p, q, r, s]
                                                - g[p, q, s, r])
    return jbasis[J].T @ H @ jbasis[J]


def one_body_matrix(J, e3, e5):
    e = np.where(jtype == 0, e3, e5)
    diagonal = np.array([sum(e[p] for p in d) for d in sectors[J]])
    return jbasis[J].T @ (diagonal[:, None] * jbasis[J])


# ---------- radial basis, quadrature and Coulomb kernels ----------
DEGREE, NG = 6, 8
breaks = np.r_[0.0, np.geomspace(1e-4, 160.0, 43)]
knots = np.r_[[0.0] * DEGREE, breaks, [breaks[-1]] * DEGREE]
nodes, gauss = legendre.leggauss(NG)
half = np.diff(breaks) / 2
x = (breaks[:-1, None] + half[:, None] * (nodes + 1)).ravel()
w = (half[:, None] * gauss).ravel()
spline = BSpline(knots, np.eye(len(knots) - DEGREE - 1), DEGREE)
B, dB = spline(x), spline.derivative()(x)
vander = legendre.legvander(nodes, NG)
integral = np.zeros((NG, NG))
integral[:, 0] = nodes + 1
for n in range(1, NG):
    integral[:, n] = (vander[:, n + 1] - vander[:, n - 1]) / (2 * n + 1)
cumulative = integral @ np.linalg.inv(vander[:, :NG])
kernel = {}
for k in range(5):
    low = np.minimum(x[:, None], x[None, :])
    high = np.maximum(x[:, None], x[None, :])
    K = (low / high) ** k / high * w[None, :]
    for n, h in enumerate(half):
        part = slice(n * NG, (n + 1) * NG)
        xi, xj = x[part][:, None], x[part][None, :]
        K[part, part] = h * (cumulative * (xj / xi) ** k / xi
            + (gauss[None, :] - cumulative) * (xi / xj) ** k / xj)
    kernel[k] = K


def slater(k, first, second):
    return float(np.sum(w * first * (kernel[k] @ second)))


def dirac(kappa, light, potential, count):
    start = 1 if kappa == -1 else 2
    large = B[:, start:-1]
    small = (dB[:, start:-1] + kappa * large / x[:, None]) / (2 * light)
    SL = large.T @ (w[:, None] * large)
    SS = small.T @ (w[:, None] * small)
    VL = large.T @ ((w * potential)[:, None] * large)
    VS = small.T @ ((w * potential)[:, None] * small)
    link, zero = 2 * light**2 * SS, np.zeros_like(SS)
    energy, vec = eigh(np.block([[VL, link], [link, VS - link]]),
                       np.block([[SL, zero], [zero, SS]]))
    chosen = np.where(energy > -light**2)[0][:count]
    result = []
    for i in chosen:
        P = large @ vec[:len(SL), i]
        Q = small @ vec[len(SL):, i]
        sign = 1 if np.sum(w * x * P) > 0 else -1
        result.append((energy[i], sign * P, sign * Q))
    return result


def product(a, b):
    return a[1] * b[1] + a[2] * b[2]


# Hydrogen-like Dirac energies test the radial solver.
for kappa, n, position in ((-1, 3, 2), (2, 3, 0), (-3, 3, 0)):
    light = 1 / (83 * ALPHA)
    root = np.sqrt(kappa**2 - 1 / light**2)
    exact = light**2 * (1 / np.sqrt(
        1 + 1 / (light * (n - abs(kappa) + root))**2) - 1)
    found = dirac(kappa, light, -1 / x, 3)[position][0]
    assert abs(found / exact - 1) < (1e-4 if kappa == -1 else 1e-6)

# Independent integration of nonrelativistic hydrogenic F2 and F4.
orbital = dirac(-3, 1000.0, -1 / x, 1)[0]
hydrogenic = {}
for k in (2, 4):
    a = 2 / 3
    norm = a**7 / gamma(7)

    def integrand(r):
        inner = norm * gamma(7 + k) * gammainc(7 + k, a * r) / a**(7 + k)
        return 2 * norm * r**(5 - k) * np.exp(-a * r) * inner
    hydrogenic[k] = quad(integrand, 0, 150, epsabs=1e-12, limit=200)[0]
    density = product(orbital, orbital)
    assert abs(slater(k, density, density) / hydrogenic[k] - 1) < 2e-5
ratio = hydrogenic[4] / hydrogenic[2]
assert abs(ratio - 15 / 23) < 1e-7

# ---------- universal gap function and its two limits ----------
ones = np.ones((2, 2, 2, 2))
common = {0: 0 * ones, 2: ones, 4: ratio * ones}
C = {J: coulomb_matrix(J, common) for J in (2, 3)}
S = {J: one_body_matrix(J, -1.5, 1.0) for J in (2, 3)}


def gap_function(ratio_x):
    low = {J: np.linalg.eigvalsh(C[J] + ratio_x * S[J])[0] for J in (2, 3)}
    return low[3] - low[2]


def second_order(H0, V):
    energy, vec = np.linalg.eigh(H0)
    row = (vec.T @ V @ vec)[0]
    return -np.sum(row[1:]**2 / (energy[1:] - energy[0]))


assert abs(gap_function(1e-5) / 1e-5 - 0.75) < 1e-3
assert abs(gap_function(1e4) - 6 / 175) < 1e-5
ls_shift = {J: second_order(C[J], S[J]) for J in (2, 3)}
jj_shift = {J: second_order(S[J], C[J]) for J in (2, 3)}
b_ls, a_jj = ls_shift[3] - ls_shift[2], jj_shift[3] - jj_shift[2]
measured_b = (gap_function(1e-4) - 0.75e-4) / 1e-8
measured_a = (gap_function(1e3) - 6 / 175) * 1e3
assert abs(measured_b - b_ls) < 0.01 + 0.01 * abs(b_ls)
assert abs(measured_a - a_jj) < 1e-5 + 0.01 * abs(a_jj)

# Distinct direct and exchange integrals test the jj coefficients separately.
trial = {0: 0 * ones, 2: np.zeros((2, 2, 2, 2)), 4: 0.4 * ones}
trial[2][0, 0, 0, 0], trial[2][1, 1, 1, 1] = 0.9, 1.1
trial[2][0, 0, 1, 1] = trial[2][1, 1, 0, 0] = 1.3
for p, q in ((0, 1), (1, 0)):
    for r, s in ((0, 1), (1, 0)):
        trial[2][p, q, r, s] = 0.7
lowest = {J: np.linalg.eigvalsh(coulomb_matrix(J, trial)
          + 1e5 * S[J])[0] for J in (2, 3)}
assert abs(lowest[3] - lowest[2] - (18 * 1.3 - 12 * 0.7) / 175) < 1e-5

grid = np.geomspace(1e-3, 100, 1001)
curve = np.array([gap_function(v) for v in grid])
peak = int(np.argmax(curve))
assert 0 < peak < len(grid) - 1 and curve[peak] > 1.2 * 6 / 175
slope = np.gradient(np.log(curve), np.log(grid))
steepest = int(np.argmin(slope))

# ---------- ions ----------
shell_count = {-1: 3, 1: 2, -2: 2, 2: 1, -3: 1}


def compute_ion(Z, exchange=1.0):
    light, repulsion = 1 / (Z * ALPHA), np.zeros_like(x)
    for _ in range(60):
        orbs = {kap: dirac(kap, light, -1 / x + repulsion / Z, num)
                for kap, num in shell_count.items()}
        core = sum(2 * abs(kap) * product(o, o)
                   for kap in (-1, 1, -2) for o in orbs[kap])
        d = [orbs[2][0], orbs[-3][0]]
        valence = 1.2 * product(d[0], d[0]) + 1.8 * product(d[1], d[1])
        new = kernel[0] @ (core + valence)
        new -= exchange * (3 * core / (4 * np.pi**2 * x**2)) ** (1 / 3)
        change = np.max(np.abs(x * (new - repulsion)))
        if change < 1e-7:
            break
        repulsion = repulsion + 0.8 * (new - repulsion)
    assert change < 1e-7
    dens = [[product(p, q) for q in d] for p in d]
    radial = {k: np.zeros((2, 2, 2, 2)) for k in (0, 2, 4)}
    for k in radial:
        for p, q, r, s in np.ndindex(2, 2, 2, 2):
            radial[k][p, q, r, s] = Z * slater(k, dens[p][q], dens[r][s])
    one = []
    for i, twoj in enumerate((3, 5)):
        e = Z**2 * d[i][0] - Z * np.sum(w * dens[i][i] * repulsion)
        e += Z * slater(0, dens[i][i], core)
        for kap in (-1, 1, -2):
            l_core = kap if kap > 0 else -kap - 1
            tjc = 2 * abs(kap) - 1
            for o in orbs[kap]:
                mixed = product(o, d[i])
                for k in range(abs(twoj - tjc) // 2,
                               (twoj + tjc) // 2 + 1):
                    if (l_core + k) % 2 == 0:
                        factor = three_j(twoj, 2 * k, tjc, 1, 0, -1)**2
                        e -= (Z * (tjc + 1) * factor
                              * slater(k, mixed, mixed))
        one.append(e)
    share = np.array([0.4, 0.6])
    F0 = np.einsum("iijj->ij", radial[0])
    F2 = share @ np.einsum("iijj->ij", radial[2]) @ share
    shifted = np.array(one) + 3 * F0 @ share
    zeta = 0.4 * (shifted[1] - shifted[0])
    low, weights = {}, {}
    for J in (2, 3):
        H = coulomb_matrix(J, radial) + one_body_matrix(J, *one)
        energy, vec = np.linalg.eigh(H)
        low[J] = energy[0]
        weights[J] = [float((np.linalg.eigh(ref)[1][:, 0]
                             @ vec[:, 0])**2) for ref in (C[J], S[J])]
    direct, swap = radial[2][0, 0, 1, 1], radial[2][0, 1, 0, 1]
    return dict(zeta=zeta, F2=F2, x=zeta / F2, gap=low[3] - low[2],
                jj=(18 * direct - 12 * swap) / 175, direct=direct,
                swap=swap, weights=weights,
                model=F2 * gap_function(zeta / F2))


names = {36: "Kr", 45: "Rh", 54: "Xe", 60: "Nd", 68: "Er",
         74: "W", 79: "Au", 83: "Bi"}
ions = {Z: compute_ion(Z) for Z in names}
for Z, ion in ions.items():
    # Common radial functions neglect corrections of order (Z*alpha)^2,
    # enlarged by the cancellation 18*F2 - 12*G2.
    assert abs(ion["model"] / ion["gap"] - 1) < 0.12
    if Z >= 54:
        assert 290 < 1e7 / (ion["gap"] * HARTREE_CM) < 450
xe, bi = ions[54], ions[83]
growth = {q: bi[q] / xe[q] for q in ("zeta", "F2", "gap")}
g_change = gap_function(bi["x"]) / gap_function(xe["x"])
assert growth["zeta"] > 5 and growth["gap"] < growth["F2"]
assert growth["gap"] < 1.4 and g_change < 1
sensitivity = {}
for Z in (54, 83):
    other = compute_ion(Z, exchange=1.5)
    sensitivity[Z] = 100 * (ions[Z]["gap"] / other["gap"] - 1)
    assert abs(sensitivity[Z]) < 3

print(f"hydrogenic F2/Z = {hydrogenic[2]:.6f} hartree")
print(f"hydrogenic F4/F2 = {ratio:.6f}")
print(f"jj limit of g, 6/175 = {6/175:.6f}")
print(f"LS second-order coefficient b = {b_ls:.4f}")
print(f"LS shifts/(zeta^2/F2): J=2 {ls_shift[2]:.4f}, J=3 {ls_shift[3]:.4f}")
print(f"jj second-order coefficient a = {a_jj:.6f}")
print(f"jj shifts/(F2^2/zeta): J=2 {jj_shift[2]:.6f}, J=3 {jj_shift[3]:.6f}")
print(f"maximum g = {curve[peak]:.5f} at x = {grid[peak]:.4f}")
print(f"steepest d ln g/d ln x = {slope[steepest]:.4f}"
      f" at x = {grid[steepest]:.4f}")
print("ion Z | zeta, F2 (hartree) | x | g(x)")
for Z, ion in ions.items():
    print(f"{names[Z]} {Z} | {ion['zeta']:.4f}, {ion['F2']:.4f} | "
          f"{ion['x']:.4f} | {gap_function(ion['x']):.5f}")
print("ion | full gap (cm^-1) | wavelength: full, F2*g, LS, jj (nm)")
for Z, ion in ions.items():
    gaps = [ion["gap"], ion["model"], 0.75 * ion["zeta"], ion["jj"]]
    waves = ", ".join(f"{1e7/(v*HARTREE_CM):.1f}" for v in gaps)
    print(f"{names[Z]} | {ion['gap']*HARTREE_CM:.0f} | {waves}")
print("ion | weights of pure LS, jj states: J=2; J=3 (percent)")
for Z, ion in ions.items():
    p, q = ion["weights"][2], ion["weights"][3]
    print(f"{names[Z]} | {100*p[0]:.1f}, {100*p[1]:.1f}; "
          f"{100*q[0]:.1f}, {100*q[1]:.1f}")
print(f"Bi direct F2(3/2,5/2) = {bi['direct']:.4f} hartree")
print(f"Bi exchange G2(3/2,5/2) = {bi['swap']:.4f} hartree")
print(f"Bi/Xe ratios: zeta {growth['zeta']:.3f}, F2 {growth['F2']:.3f}")
print(f"Bi/Xe ratios: g {g_change:.3f}, full gap {growth['gap']:.3f}")
for Z in sensitivity:
    print(f"{names[Z]} wavelength change, exchange factor 1 to 1.5: "
          f"{sensitivity[Z]:.2f} percent")
print("OK")
```

Printed output:

```
hydrogenic F2/Z = 0.045421 hartree
hydrogenic F4/F2 = 0.652174
jj limit of g, 6/175 = 0.034286
LS second-order coefficient b = 3.1211
LS shifts/(zeta^2/F2): J=2 -10.1532, J=3 -7.0321
jj second-order coefficient a = 0.004077
jj shifts/(F2^2/zeta): J=2 -0.017286, J=3 -0.013209
maximum g = 0.06545 at x = 0.1380
steepest d ln g/d ln x = -0.4069 at x = 0.2512
ion Z | zeta, F2 (hartree) | x | g(x)
Kr 36 | 0.0251, 1.0091 | 0.0249 | 0.01948
Rh 45 | 0.0899, 1.4351 | 0.0627 | 0.04567
Xe 54 | 0.2338, 1.8554 | 0.1260 | 0.06508
Nd 60 | 0.3966, 2.1349 | 0.1858 | 0.06223
Er 68 | 0.7308, 2.5080 | 0.2914 | 0.05233
W 74 | 1.0956, 2.7887 | 0.3929 | 0.04701
Au 79 | 1.4931, 3.0234 | 0.4939 | 0.04402
Bi 83 | 1.8831, 3.2118 | 0.5863 | 0.04228
ion | full gap (cm^-1) | wavelength: full, F2*g, LS, jj (nm)
Kr | 4362 | 2292.6, 2317.6, 2422.5, 1308.8
Rh | 14468 | 691.2, 695.2, 675.5, 915.3
Xe | 26549 | 376.7, 377.3, 259.9, 703.0
Nd | 29231 | 342.1, 343.0, 153.2, 607.7
Er | 29134 | 343.2, 347.2, 83.1, 513.0
W | 29375 | 340.4, 347.5, 55.4, 458.1
Au | 30065 | 332.6, 342.3, 40.7, 419.9
Bi | 30875 | 323.9, 335.5, 32.3, 393.1
ion | weights of pure LS, jj states: J=2; J=3 (percent)
Kr | 98.6, 21.6; 98.6, 12.6
Rh | 93.4, 32.3; 90.3, 24.7
Xe | 78.3, 55.4; 61.7, 57.1
Nd | 61.5, 74.1; 39.1, 79.0
Er | 42.2, 89.6; 23.0, 92.3
W | 33.5, 94.7; 17.5, 96.1
Au | 28.9, 96.8; 14.9, 97.6
Bi | 26.4, 97.8; 13.5, 98.4
Bi direct F2(3/2,5/2) = 3.2158 hartree
Bi exchange G2(3/2,5/2) = 3.1336 hartree
Bi/Xe ratios: zeta 8.055, F2 1.731
Bi/Xe ratios: g 0.650, full gap 1.163
Xe wavelength change, exchange factor 1 to 1.5: -0.84 percent
Bi wavelength change, exchange factor 1 to 1.5: -0.88 percent
OK
```
